# Pauli blocking in ensemble Monte Carlo for a two-dimensional electron gas

## Definitions and conventions

Carriers move in parabolic two-dimensional valleys with energy \(E=ak^2\), where \(a=\hbar^2/(2m)\). Energies are in meV, wave vectors in nm\(^{-1}\) and times in ps. The spin and valley degeneracy is \(g\), the sheet density is \(n\), and \(\beta=1/(kT)\), where \(kT\) is always the thermal energy. There is no electric field, and the phonons form a bath at fixed \(T\).

The simulation follows \(N\) carriers, which represent a sample of area \(A=N/n\). Momentum space is cut into square cells of side \(h\). One spin and valley species has \(A/(2\pi)^2\) states per unit area of momentum space, so a cell holds
\[
M=\frac{gAh^2}{(2\pi)^2}
\]
states. I choose \(h\) so that \(M\) is an integer. The number of carriers in cell \(c\) is \(N_c\), and its occupation is \(f_c=\langle N_c\rangle/M\). Counts are pooled over spin and valley, which assumes equal populations.

The blocking rule is this: a proposed scattering into cell \(b\) is rejected with probability \(N_b/M\), where \(N_b\) does not include the moving carrier. Events are carried out one at a time, and the counts are updated after each.

## Two cells, two carriers

Take cell \(a\) at energy 0 and cell \(b\) at energy \(\varepsilon\), each with \(M=2\) states, and two carriers. One carrier attempts the jump \(a\to b\) at rate \(W_\uparrow\) and \(b\to a\) at rate \(W_\downarrow\). The phonon bath fixes their ratio, \(W_\uparrow/W_\downarrow=e^{-\beta\varepsilon}\equiv x\).

The configurations \((N_a,N_b)\) are \((2,0)\), \((1,1)\) and \((0,2)\). They form a chain, so in the stationary state the flow across each link balances.

- From \((2,0)\), two carriers can jump into an empty cell, at rate \(2W_\uparrow\). The return jump enters a half-full cell, at rate \(W_\downarrow(1-\tfrac12)\). Hence \(2xP_{20}=\tfrac12P_{11}\), or \(P_{11}=4xP_{20}\).
- From \((1,1)\), the upward jump has rate \(\tfrac12W_\uparrow\) and its return has rate \(2W_\downarrow\). Hence \(P_{02}=\tfrac14xP_{11}=x^2P_{20}\).

The weights are \(1:4x:x^2\). This is the count for fermions: two carriers fill the two states of one cell in one way, and one carrier in each cell can be placed in \(2\times2=4\) ways.

Without rejection the balances are \(2xP_{20}=P_{11}\) and \(xP_{11}=2P_{02}\). The weights become \(1:2x:x^2\), the terms of \((1+x)^2\), which describe two independent Boltzmann carriers.

For \(x=\tfrac12\) the blocked probabilities are \(\tfrac4{13},\tfrac8{13},\tfrac1{13}\), so
\[
f_a=\frac12\left(2\cdot\frac4{13}+\frac8{13}\right)=\frac8{13},\qquad f_b=\frac5{13}.
\]
The Fermi-Dirac law requires the ratio of \(f/(1-f)\) between the two cells to be \(x=\tfrac12\). Here it is \((5/8)/(8/5)=25/64\). The difference comes from holding \(N\) fixed at a very small value. If \(N\) may vary, with a factor \(\lambda\) per carrier, the weights factorize:
\[
\sum_{N_a,N_b}\binom2{N_a}\lambda^{N_a}\binom2{N_b}(\lambda x)^{N_b}=(1+\lambda)^2(1+\lambda x)^2 .
\]
Then \(\langle N_a\rangle=\lambda\,\partial_\lambda\ln(1+\lambda)^2=2\lambda/(1+\lambda)\), so \(f_a=1/(1+\lambda^{-1})\), and likewise \(f_b=1/(1+\lambda^{-1}e^{\beta\varepsilon})\). With \(\lambda=e^{\beta\mu}\) this is the Fermi-Dirac law, although each cell has only two states.

The same cells show why events must be sequential. Start from \((2,1)\). If both carriers in \(a\) are tested against the old count \(N_b=1\), both can pass, and \(b\) then holds three carriers in two states.

## The general stationary state

Let carrier \(i\) have the continuous wave vector \(\mathbf k_i\). The phonon rates obey detailed balance,
\[
W(\mathbf k\to\mathbf k')\,e^{-\beta E}=W(\mathbf k'\to\mathbf k)\,e^{-\beta E'},
\]
which is shown for the phonons used here in the next section. The claim is that the blocked process has the stationary weight
\[
P=\prod_i e^{-\beta E_i}\prod_c\frac{M!}{(M-N_c)!\,M^{N_c}} .
\]

Consider a jump from \(\mathbf k\) in cell \(a\) to \(\mathbf k'\) in another cell \(b\), with counts \(N_a,N_b\) before it. After it the counts are \(N_a-1\) and \(N_b+1\). The powers of \(M\) cancel, and the factorials give
\[
\frac{P_{\rm after}}{P_{\rm before}}=e^{-\beta(E'-E)}\,\frac{M-N_b}{M-N_a+1}.
\]
The forward rate is \(W(\mathbf k\to\mathbf k')(M-N_b)/M\). The return jump finds \(N_a-1\) carriers in cell \(a\), so its rate is \(W(\mathbf k'\to\mathbf k)(M-N_a+1)/M\). Therefore
\[
P_{\rm after}\,W(\mathbf k'\to\mathbf k)\frac{M-N_a+1}{M}
=P_{\rm before}\,e^{-\beta(E'-E)}W(\mathbf k'\to\mathbf k)\frac{M-N_b}{M},
\]
and phonon detailed balance turns the right side into \(P_{\rm before}W(\mathbf k\to\mathbf k')(M-N_b)/M\), the forward flow. For a jump inside one cell, both directions carry the same factor \(1-(N_a-1)/M\), and the balance again reduces to that of the phonons. A master equation for four carriers on six levels, grouped into three cells of capacity three, was solved as a linear system; its 111 probabilities agree with this weight to rounding error.

To obtain the counts, integrate over positions within the cells. Each carrier in cell \(c\) contributes \(h^2z_c\), where \(z_c\) is the cell average of \(e^{-\beta E}\), and the labels can be distributed in \(N!/\prod_cN_c!\) ways. Factors that depend on \(N\) alone drop out, leaving
\[
P(\{N_c\})\propto\prod_c\binom M{N_c}z_c^{N_c}.
\]
With a factor \(e^{\beta\mu}\) per carrier, as in the two-cell case,
\[
f_c=\frac1{1+e^{-\beta\mu}/z_c},\qquad \operatorname{var}N_c=Mf_c(1-f_c).
\]
The noise of the counts used in the rejection does not bias this mean, which depends on \(M\) only through the cell size in \(z_c\). For small cells \(z_c\to e^{-\beta E}\), and the Fermi-Dirac law follows. Without rejection the factorial factors are absent from \(P\), and the carriers are independent Boltzmann particles.

Detailed balance shows that the weight is stationary. For the carriers to reach it from any start, the scattering must also connect all configurations, and this depends on the phonons.

## Phonons that connect all energies

For acoustic phonons with deformation potential \(D_{ac}\), mass density \(\rho\) and sound speed \(v_s\), the squared coupling is \(D_{ac}^2\hbar q/(2\rho v_sA)\). It is multiplied by \(\nu_q=1/(e^{\beta\hbar v_sq}-1)\) for absorption and by \(\nu_q+1\) for emission. The golden rule, with \(\sum_{\mathbf q}\to A/(4\pi^2)\int d\theta\,q\,dq\), gives for absorption
\[
\Gamma=\frac{2\pi}{\hbar}\,\frac{1}{4\pi^2}\,\frac{D_{ac}^2\hbar}{2\rho v_s}\int d\theta\int dq\;q^2\nu_q\;\delta\big(aq^2+2akq\cos\theta-\hbar v_sq\big).
\]
Here \(\theta\) is the angle between \(\mathbf q\) and \(\mathbf k\), and \(\mathbf k'=\mathbf k+\mathbf q\). Since \(\hbar v_s/a=2mv_s/\hbar\), the argument of the delta function is \(aq(q-q_+)\). For emission the last sign changes and \(q_+\) becomes \(q_-\), with
\[
q_\pm=-2k\cos\theta\pm\frac{2mv_s}{\hbar}.
\]
The root \(q=0\) contributes nothing, because \(q^2\nu_q\) vanishes there. At the other root, which must be positive, the delta function gives \(1/(aq_\pm)\). With \(1/a=2m/\hbar^2\),
\[
\Gamma_\pm=C\int_{q_\pm>0}\frac{d\theta}{2\pi}\;q_\pm\times\{\nu\ \text{or}\ \nu+1\},\qquad C=\frac{D_{ac}^2m}{\rho v_s\hbar^2}.
\]
At \(k=1\) nm\(^{-1}\), with the parameters given below, absorption has the rate 1.215 ps\(^{-1}\) and emission 1.455 ps\(^{-1}\). Removing the delta function through \(\theta\) instead of \(q\) gives the same rates to within one part in a thousand.

This form is easy to sample. Let \(q_T=kT/(\hbar v_s)\). Because \(e^u-1\ge u\), the absorption integrand \(q\nu_q=q/(e^{q/q_T}-1)\) never exceeds \(q_T\). The emission integrand \(q/(1-e^{-q/q_T})\) grows with \(q\), so its value at \(q=2k_{\max}\) is a bound when all carriers are kept within \(k<k_{\max}\). One draws \(\theta\) uniformly and accepts with probability integrand divided by bound; otherwise nothing happens. Such a null event does not alter the physical rates.

An optical phonon of fixed energy \(\hbar\omega\) has the squared coupling \(D_{op}^2\hbar/(2\rho\omega A)\), independent of \(q\). Multiplying by \(2\pi/\hbar\) and by the density of final states of one species, \(Am/(2\pi\hbar^2)\), gives
\[
\Gamma_{op}=\frac{D_{op}^2m}{2\rho\hbar^2\omega}\times\{\nu_{op}\ \text{or}\ \nu_{op}+1\},
\]
with an isotropic final direction. Emission requires \(E\ge\hbar\omega\).

Detailed balance holds for both kinds. The reverse of absorbing a phonon is emitting one of the same energy, with the same coupling, and \(\nu/(\nu+1)=e^{-\beta\hbar\omega}=e^{-\beta(E'-E)}\).

Suppose that acoustic scattering is simplified by making it elastic. Then each event changes \(E\) by 0 or \(\pm\hbar\omega\), and \(E\) modulo \(\hbar\omega\) is conserved for every carrier. The carriers remain on separate energy ladders, the number on each ladder is fixed by the start, and the common Fermi-Dirac law is not reached from a general start. The inelastic rates above remove this obstacle.

## The algorithm

1. Choose \(N\), \(M\) and \(h\), and place the carriers so that no cell holds more than \(M\).
2. Add the bounds of the four phonon processes to a total \(\Gamma_0\) per carrier. Events in the whole ensemble then form a Poisson process of rate \(N\Gamma_0\). Between events nothing moves, since there is no field.
3. At each event choose a carrier at random, and a process in proportion to its bound.
4. Apply the null test and find \(\mathbf k'\). Discard the event if \(k'>k_{\max}\). This removes a jump and its reverse together, so detailed balance survives.
5. Find the target cell and reject with probability \(N_b/M\).
6. If the jump is accepted, update the wave vector and both counts before the next event.

If \(M\) were not an integer, a cell holding the integer part of \(M\) would still accept carriers with positive probability and could overfill.

## A gated monolayer

The example uses rough typical values for monolayer MoS\(_2\): \(m=0.5\,m_e\), \(g=4\), \(D_{ac}=3\) eV, \(D_{op}=4\times10^8\) eV/cm, \(\hbar\omega=48\) meV, \(\rho=3.1\times10^{-6}\) kg/m\(^2\) and \(v_s=6700\) m/s. The temperature is 300 K, so \(kT=25.85\) meV, and \(n=2\times10^{13}\) cm\(^{-2}\), or 0.2 nm\(^{-2}\).

The density of states is \(D=g/(4\pi a)=0.004177\) meV\(^{-1}\)nm\(^{-2}\), with \(a=76.20\) meV nm\(^2\). Integrating the Fermi function gives \(n=D\,kT\ln(1+e^{\beta\mu})\), hence
\[
\mu=kT\ln\left(e^{n/(D\,kT)}-1\right),\qquad f(0)=\frac{e^{\beta\mu}}{1+e^{\beta\mu}}=1-e^{-n/(D\,kT)}.
\]
Here \(n/D=0.2/0.004177=47.88\) meV and \(n/(D\,kT)=1.852\), so \(\mu=43.46\) meV and \(f(0)=0.843\). The Boltzmann law at the same density gives \(n/(D\,kT)=1.852\) carriers per state at the band edge, which no fermion system can have. For \(n\ll D\,kT\) the two laws agree and rejections become rare; for \(n\gg D\,kT\) the band edge fills and \(\mu\to n/D\).

With \(N=2000\) the area is \(10^4\) nm\(^2\). Taking \(M=20\) gives \(h=2\pi\sqrt{20/(4\times10^4)}=0.1405\) nm\(^{-1}\). The carriers start hot, in the energy intervals 48–72, 96–120 and 144–168 meV. All of them are thus in the lower half of an interval of length \(\hbar\omega\), and the states below 48 meV are empty.

With blocking, the mean energy falls from 107.4 meV to 51.0 meV after 1 ps and 39.1 meV after 5 ps. These are instantaneous values from one run; even in equilibrium the mean energy of 2000 carriers fluctuates with a standard deviation of about 0.55 meV. Averaged from 20 to 85 ps, the occupation in cells centred between 0 and 24 meV is \(0.763\pm0.002\), against 0.764 for Fermi-Dirac and 1.186 for Boltzmann. Between 48 and 72 meV it is 0.363, against 0.363 and 0.205. Without blocking, with the same bath, density and kind of start, the occupations in these two bands are 1.184 and 0.205. That run follows the Boltzmann law, with cell counts up to 60 where 20 states exist.

The mean energies separate the two laws as well: 39.9 meV with blocking and 25.8 meV without, the latter being \(kT\). The Fermi-Dirac value is 40.2 meV; the finite cells lower it by 0.3 meV. In cells below 48 meV, the count variance with blocking is 1.006 times the binomial value. About half of the proposed scatterings, 51.5 per cent, are rejected.

The ladder effect is equally clear. The Fermi-Dirac share of carriers in the lower halves of the intervals is 0.606. The inelastic run started at 1.000 and averages 0.605, while a blocked run with elastic acoustic scattering still has 1.000 after 20 ps.

## The error of finite cells

Within one cell the carriers follow \(e^{-\beta E}\), since rejection acts on the cell as a whole. Let \(\bar E\) and \(\sigma^2\) be the mean and variance of \(E\) over the cell. To second order \(z_c=e^{-\beta\bar E}(1+\beta^2\sigma^2/2)\), which lowers the effective cell energy by \(\beta\sigma^2/2\). Since \(\partial f/\partial E=-\beta f(1-f)\), this raises \(f_c\) by \(\tfrac12\beta^2\sigma^2f(1-f)\). The cell average of the true Fermi function differs from \(f(\bar E)\) by \(\tfrac12\sigma^2f''=\tfrac12\beta^2\sigma^2f(1-f)(1-2f)\). At equal \(\mu\) the error is the difference, \(\beta^2\sigma^2f^2(1-f)\).

The gradient of \(E\) is \(2ak\), and a coordinate across a square cell has variance \(h^2/12\), so \(\sigma^2\approx(2ak)^2h^2/12=ah^2E/3\). The error is of order \(h^2\). Because the density is fixed, \(\mu\) must fall by some \(\delta\mu\), and the total error is
\[
\delta f=\beta^2\sigma^2f^2(1-f)-\beta\,\delta\mu\,f(1-f).
\]
Its integral over \(E\) must vanish. Using \(\beta f(1-f)=-f'\) and integrating by parts, \(\int_0^\infty\beta Ef^2(1-f)\,dE=\tfrac12\int_0^\infty f^2dE\), and \(\int_0^\infty\beta f(1-f)\,dE=f(0)\). Therefore
\[
\delta\mu=\frac{\beta ah^2}{6f(0)}\int_0^\infty f^2dE,\qquad \int_0^\infty f^2dE=\frac nD-kT f(0)=26.1\ \text{meV}.
\]
This gives \(\delta\mu=0.30\) meV. At the band edge, where \(\sigma^2\) is negligible, \(\delta f=-0.843\times0.157\times0.30/25.85=-0.0015\). The largest error over all cells, computed from \(z_c\), has the same size, 0.0015. Doubling the cell side from the value for \(M=5\) to that for \(M=20\) multiplies the largest error by 3.92, close to the factor 4 of a second-order error. Holding \(N\) at 2000 shifts the occupations by at most \(7\times10^{-5}\), so the fixed-number effect of the two-cell example is negligible here.

## What the model leaves out

A density of \(2\times10^{13}\) cm\(^{-2}\) is high for a gated channel. With a gate insulator of relative permittivity 20 it needs a field of 1.8 MV/cm; with permittivity 3.9, as in silicon dioxide, it would need 9.3 MV/cm, roughly the breakdown field. The assumption of independent carriers is a weak point: the Coulomb energy of two carriers at the distance \(1/\sqrt{\pi n}=1.26\) nm, the radius of the disc that each carrier has to itself, is about 110 meV, against \(n/D=48\) meV. This takes a relative permittivity of 10.5, the average of the insulator with 20 and vacuum; the polarizability of the monolayer itself, left out here, would lower the energy by several per cent. The computed occupations are those of the model, and this comparison does not say how far interactions would move them. Collisions between carriers also exchange energy, so in a real channel they would alter the relaxation times and mix the energy ladders, which are separate only in the model with elastic acoustic scattering. Higher valleys, taken 200 meV up with mass 0.7 and degeneracy 12, would hold 0.5 per cent of the density of the lowest valleys. That figure depends strongly on the offset: at 100 meV and unchanged \(\mu\) it would be about 24 per cent. A spin splitting of the lowest valleys is also left out; 3 meV would change the band-edge occupation by about 0.016 at unchanged \(\mu\), ten times the finite-cell error. Collision broadening, estimated as \(\hbar\) times the average proposed rate, is about 3 meV; well above the optical threshold it is about 5 meV. Both are small beside \(kT\). At 400 K and the same density, \(f(0)\) falls to 0.75, so blocking remains important in a warm device.

The proof is for zero field. In a field the stationary state is not an equilibrium, and the balance argument no longer applies. On a grid fixed in momentum space, drift also carries carriers across cell boundaries without any acceptance test, so cells can overfill. In the time between accepted scatterings, a carrier drifts across one cell at a field of \(\hbar h\Gamma_{acc}/e\approx2\) kV/cm, where \(\Gamma_{acc}=4.80\times(1-0.515)=2.3\) ps\(^{-1}\). This is a scale, not a threshold: on a fixed grid even a weaker field can push a carrier into a cell that is already full. A uniform field shifts all wave vectors by the same amount, so a grid that moves with the drift keeps the counts unchanged between scatterings and cannot overfill; this remedy is lost when carriers sharing one grid see different fields. The agreement found here at zero field is no proof of the rule in a field, and wherever drift crosses cell boundaries the counts must be checked against \(M\) directly. The numerical output below gives the remaining energy bands and rates.

## Computed results

```
T = 300 K, kT = 25.85 meV, n = 2.0e+13 cm^-2
mass = 0.5 m_e, g = 4, hbar^2/2m = 76.20 meV nm^2
D_ac = 3.0 eV, D_op = 4.0e+08 eV/cm, hw = 48.0 meV
mass density = 3.1e-06 kg/m^2, sound speed = 6700 m/s
density of states = 0.004177 per meV nm^2, n/D = 47.88 meV
chemical potential = 43.46 meV
band-edge occupation: FD 0.8431, MB 1.8520
carriers N = 2000, area = 10000 nm^2, states per cell M = 20
cell side = 0.1405 1/nm, grid = 38 x 38 cells
small chain: 111 states, largest error 8.2e-17
acoustic rates at k = 1.0 1/nm: absorption 1.215, emission 1.455 1/ps
optical rates: absorption 0.689, emission 4.409 1/ps (above threshold)
net/gross acoustic power: FD blocked 1.5e-08, MB free 1.5e-07
net/gross acoustic power: FD without blocking -0.0380
largest cell-size error in f: M=20: 0.00150, M=5: 0.00038
ratio of these errors for doubled cell side = 3.92
largest fixed-N shift in f = 6.8e-05
relaxation with blocking: time, mean energy, lower-half-rung share
   0.0 ps   107.41 meV  1.000
   1.0 ps    51.02 meV  0.749
   5.0 ps    39.12 meV  0.641
  20.0 ps    39.61 meV  0.613
averages start at 20 ps; blocked run 85 ps, free run 55 ps
band (meV): blocked MC +- error, FD | free MC, MB
    0- 24: 0.7632 +- 0.0019, 0.7638 | 1.1838, 1.1855
   24- 48: 0.5727 +- 0.0029, 0.5703 | 0.4813, 0.4790
   48- 72: 0.3633 +- 0.0014, 0.3633 | 0.2054, 0.2053
   72- 96: 0.1723 +- 0.0010, 0.1725 | 0.0738, 0.0738
   96-120: 0.0704 +- 0.0008, 0.0708 | 0.0262, 0.0265
  120-144: 0.0305 +- 0.0003, 0.0312 | 0.0111, 0.0112
mean energy blocked: MC 39.88, finite-cell theory 39.91, FD 40.20 meV
mean energy free: MC 25.82, MB 25.85 meV
largest cell count: blocked 20, free 60
count variance / binomial variance = 1.006
proposed scatterings = 4.80 per ps per carrier, rejected share = 0.515
lower-half-rung share: blocked MC 0.605, FD 0.606
same share, elastic acoustic run after 20 ps: 1.000
neglected: Q valleys (offset 200 meV, mass 0.7, g 12) hold 0.53 % of K density
neglected: 3.0 meV spin splitting changes f by 0.0160
neglected: nonparabolicity, gap 1800 meV, DOS +4.5 %
neglected: collision broadening hbar*rate = 3.16 meV
neglected: Coulomb energy 109 meV against n/D 48 meV
gate-insulator field (permittivity 20) = 1.81 MV/cm
band-edge FD occupation at 400 K = 0.751
field that drifts one cell per accepted scattering = 2.15 kV/cm
```
